\section*{Quadratic Stark Shift of an Isotropic Hydrogenic Donor}

\section{A numerical fact}

Take a model donor whose electron has effective mass $0.2\,m_0$ in a host of relative permittivity $12$. Its effective Bohr radius is $3.175$ nm, which is $60$ times that of hydrogen, so its volume is larger by $60^3=2.16\times10^5$. Its electric polarizability, however, is larger by $2.592\times10^6$. The two ratios differ by a factor of $12$, the permittivity of the host. The theorem below accounts for this factor and gives the shift of the donor level in a weak electric field.

\section{Model and conventions}

The electron has charge $-e$ with $e>0$. A uniform field $F$ points along $+z$, so its potential is $-Fz$ and the electron's potential energy is $+eFz$. With the donor ion at the origin,
\begin{equation}
H=-\frac{\hbar^2}{2m^*}\nabla^2-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}+eFz,
\qquad m^*=m\,m_0 .
\label{H}
\end{equation}
Here $m$ is the mass ratio and $\varepsilon$ the static relative permittivity. The assumptions are these.

\begin{enumerate}
\item The electron comes from one nondegenerate, isotropic, parabolic band minimum. Its slowly varying envelope function obeys \eqref{H}.
\item The host screens the ion by the constant $\varepsilon$ at all distances. The short-range potential of the particular impurity atom, called the central-cell correction, is left out.
\item $F$ is the macroscopic field inside the host. If the host is a slab in vacuum without free surface charge and the field is normal to its faces, continuity of the electric displacement gives $F_{\rm out}=\varepsilon F$.
\item Energies are measured from the band edge at the donor site, where $eFz=0$.
\end{enumerate}

The Hamiltonian does not act on spin, so the twofold spin degeneracy plays no part.

For $F\neq0$ the potential energy falls without limit as $z\to-\infty$. The electron can tunnel out, and the donor level becomes a resonance with a position and a width. The theorem concerns the weak-field perturbation expansion of the position. How well its leading term describes the resonance at a given field is examined numerically below.

\section{Theorem}

Let $a_0$ and $E_{\rm h}$ be the Bohr radius and the hartree, and let $F_0=E_{\rm h}/(ea_0)$. Define
\begin{equation}
a^*=\frac{\varepsilon}{m}a_0,\qquad
E_{\rm h}^*=\frac{m}{\varepsilon^2}E_{\rm h},\qquad
F^*=\frac{E_{\rm h}^*}{ea^*}=\frac{m^2}{\varepsilon^3}F_0 .
\label{units}
\end{equation}
Under the assumptions above, the leading shift of the donor ground level for $F\ll F^*$ is
\begin{equation}
\Delta E=-\frac94E_{\rm h}^*\left(\frac{F}{F^*}\right)^2=-\frac12\alpha^*F^2,
\label{main}
\end{equation}
with the polarizability
\begin{equation}
\alpha^*=\frac92\,4\pi\varepsilon_0\varepsilon\,a^{*3}
=\frac{\varepsilon^4}{m^3}\,\alpha_{\rm H},
\qquad \alpha_{\rm H}=\frac92\,4\pi\varepsilon_0a_0^3 .
\label{alpha}
\end{equation}

The proof has four lemmas. The first reduces the donor to hydrogen, and the other three find the hydrogen coefficient.

\section{Lemma 1: one parameter remains}

\emph{In the units \eqref{units} the donor Hamiltonian is $H=E_{\rm h}^*h$, where}
\begin{equation}
h=h_0+f\zeta,\qquad h_0=-\frac12\nabla_\rho^2-\frac1\rho,\qquad f=\frac{F}{F^*}.
\label{h}
\end{equation}

\emph{Proof.} Put $\mathbf r=a^*\boldsymbol\rho$ and $z=a^*\zeta$. Each derivative brings a factor $1/a^*$, so
\begin{equation}
H=-\frac{\hbar^2}{m^*a^{*2}}\,\frac12\nabla_\rho^2
-\frac{e^2}{4\pi\varepsilon_0\varepsilon a^*}\,\frac1\rho+eFa^*\zeta .
\end{equation}
Choose $a^*$ so that the first two prefactors are equal:
\begin{equation}
\frac{\hbar^2}{m^*a^{*2}}=\frac{e^2}{4\pi\varepsilon_0\varepsilon a^*}
\;\Rightarrow\;
a^*=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{m^*e^2}=\frac{\varepsilon}{m}a_0 .
\end{equation}
Their common value is the effective hartree,
\begin{equation}
E_{\rm h}^*=\frac{e^2}{4\pi\varepsilon_0\varepsilon a^*}
=\frac1\varepsilon\,\frac m\varepsilon\,\frac{e^2}{4\pi\varepsilon_0a_0}
=\frac{m}{\varepsilon^2}E_{\rm h}.
\label{Eh}
\end{equation}
The field term divided by $E_{\rm h}^*$ is $(eFa^*/E_{\rm h}^*)\zeta=(F/F^*)\zeta$. This proves \eqref{h}. $\square$

The operator $h$ is that of hydrogen with a fixed nucleus, in atomic units, in a field $f$. Every level of the donor is therefore $E_{\rm h}^*$ times the corresponding hydrogen level at the same $f$. At $f=0$ the ground level is $-E_{\rm h}^*/2$, so the binding energy is $E_{\rm h}^*/2$.

For the model donor,
\begin{align}
a^*&=60\times0.052918\ {\rm nm}=3.175\ {\rm nm},\\
E_{\rm h}^*&=\frac{0.2}{144}\times27211.39\ {\rm meV}=37.79\ {\rm meV},
\end{align}
and the binding energy is $18.90$ meV. A field of $1$ MV/m changes the electron's energy by $1$ meV per nm, so $F^*=37.79/3.175=11.90$ MV/m.

\section{Lemma 2: perturbation equations and parity}

\emph{The expansion of the ground level of $h$ contains even powers of $f$ alone. Its second-order coefficient is $\epsilon_2=\langle\psi_0|\zeta|\phi_1\rangle$, where}
\begin{equation}
\left(h_0+\tfrac12\right)\phi_1=-\zeta\psi_0,\qquad
\psi_0=\frac{e^{-\rho}}{\sqrt\pi}.
\label{first}
\end{equation}

\emph{Proof.} The reflection $\zeta\to-\zeta$ leaves $h_0$ unchanged and turns $h_0+f\zeta$ into $h_0-f\zeta$. The ground level is nondegenerate, so its expansion is unique, and the expansions for $f$ and $-f$ must agree. Odd powers then vanish.

Now insert $\psi=\psi_0+f\phi_1+f^2\phi_2+\dots$ and the energy $-\frac12+f\epsilon_1+f^2\epsilon_2+\dots$ into the eigenvalue equation. The terms in $f$ and $f^2$ give
\begin{align}
\left(h_0+\tfrac12\right)\phi_1+\zeta\psi_0&=\epsilon_1\psi_0,\\
\left(h_0+\tfrac12\right)\phi_2+\zeta\phi_1&=\epsilon_1\phi_1+\epsilon_2\psi_0 .
\end{align}
Since $\epsilon_1=0$, the first line is \eqref{first}. Take the scalar product of the second line with $\psi_0$. Its first term vanishes because $h_0$ is Hermitian and $(h_0+\frac12)\psi_0=0$. What remains is $\langle\psi_0|\zeta|\phi_1\rangle=\epsilon_2$. Adding a multiple of $\psi_0$ to $\phi_1$ changes nothing, because $\langle\psi_0|\zeta|\psi_0\rangle=0$. $\square$

\section{Lemma 3: the distorted wave function}

\emph{Equation \eqref{first} is solved by}
\begin{equation}
\phi_1=-\zeta\left(1+\frac\rho2\right)\psi_0 .
\label{phi}
\end{equation}

\emph{Proof.} Write $\phi_1=-g\psi_0$. The product rule for the Laplacian gives
\begin{equation}
h_0(g\psi_0)=g\,h_0\psi_0-\nabla g\cdot\nabla\psi_0-\tfrac12(\nabla^2g)\psi_0 .
\end{equation}
Here $h_0\psi_0=-\frac12\psi_0$, and $\nabla\psi_0=-\hat{\boldsymbol\rho}\,\psi_0$. Hence
\begin{equation}
\left(h_0+\tfrac12\right)(g\psi_0)
=\left(\frac{\partial g}{\partial\rho}-\frac12\nabla^2g\right)\psi_0 ,
\end{equation}
and this must equal $\zeta\psi_0$. The source has the angular form $\zeta=\rho\cos\theta$, so try $g=\zeta(A+B\rho)=\cos\theta\,(A\rho+B\rho^2)$. Then
\begin{equation}
\frac{\partial g}{\partial\rho}=\cos\theta\,(A+2B\rho).
\end{equation}
For the Laplacian use $\nabla^2\zeta=0$, $\nabla\zeta\cdot\nabla\rho=\zeta/\rho$ and $\nabla^2\rho=2/\rho$:
\begin{equation}
\nabla^2g=B\left(2\,\frac\zeta\rho+\zeta\,\frac2\rho\right)=4B\cos\theta .
\end{equation}
The condition becomes $A+2B\rho-2B=\rho$ for every $\rho$. The terms in $\rho$ give $B=\frac12$, and the constants give $A=2B=1$. $\square$

To first order the wave function is $\psi_0[1-f\zeta(1+\rho/2)]$. For $f>0$ it grows on the side $\zeta<0$, as it should for a negative charge. The relative change $-f\zeta(1+\rho/2)$ grows in size with distance along the field axis, so in proportion to its own amplitude the outer part of the cloud is distorted most.

\section{Lemma 4: the coefficient}

\emph{The second-order coefficient is $\epsilon_2=-\frac94$.}

\emph{Proof.} Lemmas 2 and 3 give $\epsilon_2=-\langle\zeta^2(1+\rho/2)\rangle$ in the state $\psi_0$. That state is spherical, so $\zeta^2$ may be replaced by $\rho^2/3$:
\begin{equation}
\epsilon_2=-\frac13\left(\langle\rho^2\rangle+\frac12\langle\rho^3\rangle\right).
\end{equation}
The moments are
\begin{equation}
\langle\rho^k\rangle=4\int_0^\infty\rho^{k+2}e^{-2\rho}\,d\rho
=\frac{4\,(k+2)!}{2^{k+3}},
\end{equation}
so $\langle\rho^2\rangle=96/32=3$ and $\langle\rho^3\rangle=480/64=\frac{15}2$. Therefore $\epsilon_2=-\frac13\left(3+\frac{15}4\right)=-\frac94$. $\square$

\section{Proof of the theorem}

By Lemma 1 the shift is $E_{\rm h}^*\epsilon_2f^2$, which is the first form in \eqref{main}. Insert $f=eFa^*/E_{\rm h}^*$, then replace $E_{\rm h}^*$ by \eqref{Eh}:
\begin{align}
\Delta E&=-\frac94\,\frac{(ea^*)^2}{E_{\rm h}^*}\,F^2
\label{middle}\\
&=-\frac94\,e^2a^{*2}\,\frac{4\pi\varepsilon_0\varepsilon a^*}{e^2}\,F^2
=-\frac94\,4\pi\varepsilon_0\varepsilon\,a^{*3}F^2 .
\end{align}
Comparison with $-\frac12\alpha^*F^2$ doubles the coefficient and gives $\alpha^*=\frac92\,4\pi\varepsilon_0\varepsilon a^{*3}$. Finally, $\varepsilon a^{*3}=\varepsilon(\varepsilon/m)^3a_0^3=(\varepsilon^4/m^3)a_0^3$. $\square$

\section{Remarks on the result}

\paragraph{The extra factor of the permittivity.} Equation \eqref{middle} shows that the polarizability is, up to a number, $e^2$ times a squared length over an energy. Three powers of $\varepsilon$ come from the volume $a^{*3}$. The fourth arises because, at a given size, the attraction holding the electron is weaker by $\varepsilon$. For the model donor $\varepsilon^4/m^3=12^4/0.2^3=2.592\times10^6$, which is $60^3\times12$, the fact noted at the start.

\paragraph{Test of the powers.} The Hamiltonian \eqref{H} was also diagonalized directly in meV and nm, in a basis of fixed length scale that makes no use of $a^*$ or $E_{\rm h}^*$. The curvature of the level agreed with \eqref{alpha} for four pairs $(m,\varepsilon)$. Lowering $m$ from $0.2$ to $0.15$ at $\varepsilon=12$ raised $\frac12\alpha^*$ from $0.6002$ to $1.4226$ meV/(MV/m)$^2$, a factor $2.370=(4/3)^3$. Raising $\varepsilon$ from $12$ to $16$ at $m=0.2$ gave $1.8968$ in the same unit, a factor $3.160=(4/3)^4$.

\paragraph{Displacement and energy balance.} To first order in $f$, the mean position is
\begin{equation}
\langle z\rangle=2fa^*\langle\psi_0|\zeta|\phi_1\rangle
=-\frac92fa^*=-\frac{\alpha^*F}{e}.
\label{z}
\end{equation}
The last step uses $\alpha^*=\frac92(ea^*)^2/E_{\rm h}^*$, from \eqref{middle}. The induced dipole $-e\langle z\rangle=\alpha^*F$ points along the field. The field term contributes $eF\langle z\rangle=-\alpha^*F^2$, twice the total shift. The difference, $+\frac12\alpha^*F^2$, is the kinetic and Coulomb energy spent in distorting the cloud.

\paragraph{Where nondegeneracy matters.} The $n=2$ level of the model has states of both parities at one energy, and the field mixes them in first order. With
\begin{equation}
\psi_{2s}=\frac{(2-\rho)e^{-\rho/2}}{4\sqrt{2\pi}},\qquad
\psi_{2p}=\frac{\rho\cos\theta\,e^{-\rho/2}}{4\sqrt{2\pi}},
\end{equation}
the angular integral of $\cos^2\theta$ is $4\pi/3$, and
\begin{equation}
\langle\psi_{2s}|\zeta|\psi_{2p}\rangle
=\frac1{24}\int_0^\infty(2\rho^4-\rho^5)e^{-\rho}d\rho
=\frac{48-120}{24}=-3 .
\end{equation}
The diagonal elements vanish by parity, so the two equal-weight combinations of these states shift by $\pm3ea^*F$, linearly in the field. At $0.01$ MV/m this first-order shift is $\pm0.095$ meV for the model donor, while the ground level moves by $-0.00006$ meV. Both $n=2$ combinations also move down by about $0.002$ meV in second order, so their full shifts are $+0.093$ and $-0.098$ meV.

\section{Worked example}

Let the field inside the host be $0.2$ MV/m. In the slab geometry the field outside is then $2.4$ MV/m. Putting that outside value into \eqref{main} would overstate the shift by $\varepsilon^2=144$.

The reduced field is $f=0.2/11.90=0.0168$. From \eqref{middle},
\begin{equation}
\frac{\alpha^*}2=\frac94\times\frac{3.175^2}{37.79}\
\frac{\rm meV}{({\rm MV/m})^2}
=0.600\ \frac{\rm meV}{({\rm MV/m})^2},
\end{equation}
or $\alpha^*=1.923\times10^{-34}$ C\,m$^2$/V. The shift is
\begin{equation}
\Delta E=-0.600\times0.2^2\ {\rm meV}=-0.0240\ {\rm meV}.
\end{equation}
The level moves down by about $0.13\%$ of the binding energy. Equation \eqref{z} gives a mean displacement of $-0.240$ nm, which is $7.6\%$ of $a^*$. The displacement is linear in $f$ and the energy quadratic, so the cloud moves visibly while the level hardly does.

\section{Limits of the quadratic law}

To find the resonance itself, the radius is rotated into the complex plane. The decaying state then appears as a discrete eigenvalue $E-i\Gamma/2$, with probability decaying as $e^{-\Gamma t/\hbar}$. The values below kept their place when the rotation angle, the basis size and its length scale were changed. They are numerical results for the model \eqref{H}, not for a real impurity.

\begin{center}
\begin{tabular}{cccc}
$F$ (MV/m) & $f$ & quadratic (meV) & full (meV)\\
0.2 & 0.0168 & $-0.0240$ & $-0.0242$\\
0.6 & 0.0504 & $-0.2161$ & $-0.2349$\\
1.2 & 0.1008 & $-0.8642$ & $-1.0517$
\end{tabular}
\end{center}

\paragraph{Size of the correction.} By Lemma 2 the next term is of order $F^4$, so the correction relative to the quadratic shift should start as $F^2$. It is $0.0436\%$ at $0.05$ MV/m and $0.1753\%$ at $0.1$ MV/m, a factor of $4.02$ for a doubled field. At $0.2$ MV/m it is $0.72\%$. Continuing the $F^2$ growth from $0.1$ MV/m would predict $6.3\%$ at $0.6$ MV/m and $25\%$ at $1.2$ MV/m. The full results give $8.7\%$ and $21.7\%$, so at these fields one further term no longer describes the level.

The displacement departs from its linear law about twice as fast. If $\Delta E=-\frac12\alpha^*F^2(1+cF^2)$, its slope is $-\alpha^*F(1+2cF^2)$, and the slope is $e\langle z\rangle$, since $\partial H/\partial F=ez$ and the energy is stationary against small changes of the state. The full displacement at $0.2$ MV/m is $-0.2435$ nm, larger in size than the linear value by $1.4\%$.

\paragraph{The barrier.} A classical estimate along the field axis gives a rough scale for the field at which the barrier fails. It leaves out the downward shift of the level and the kinetic energy of sideways motion, both of which raise the field needed. At distance $\rho$ from the ion along $-z$, the potential energy in effective units is
\begin{equation}
V(\rho)=-\frac1\rho-f\rho .
\end{equation}
Setting $V'=1/\rho^2-f=0$ puts the top of the barrier at $\rho=f^{-1/2}$, with height $-2\sqrt f$. The unshifted level $-\frac12$ reaches it when $f=\frac1{16}$, or $F=0.74$ MV/m here. At $0.2$ MV/m the equation $V=-\frac12$, that is $f\rho^2-\frac12\rho+1=0$, has the roots $\rho=2.2$ and $27.6$. The electron would have to tunnel from about $7$ to $88$ nm, and the width was too small to be resolved numerically.

The computed width is $0.0032$ meV at $0.6$ MV/m, below the estimated threshold, and $0.57$ meV at $1.2$ MV/m, above it. In the first case the width is about $1.4\%$ of the shift. In the second it is more than half the shift, and a single sharp line position is a poor description of the level.

\paragraph{Conditions on the donor.} Lemma 1 needs one mass and one force law. The conduction valleys of silicon and germanium have different masses along and across the valley axis, so no single $a^*$ brings the kinetic energy to the form in \eqref{h}. Formula \eqref{alpha} does not cover their donors as it stands. A central-cell potential brings in a length of its own, and the problem then no longer depends on $f$ alone. The formula is meant for shallow donors at an isotropic minimum, with $a^*$ much larger than the atomic spacing and $F$ well below $F^*/16$. It also takes the donor to be isolated and to hold its electron. The model leaves out thermal ionization, neighbouring donors, and ionization by free carriers that the field accelerates. In a real sample any of these can set a stricter limit than $F^*/16$. The binding energy of the model donor, for example, is less than the thermal energy $k_{\rm B}T\approx26$ meV at room temperature. Further digits are given in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Hydrogen <r^2>, <r^3> (atomic units): 3 , 15/2
Hydrogen second-order coefficient (atomic units): -9/4
Mass ratio m: 0.2
Relative permittivity eps: 12.0
Field inside the host: 0.2 MV/m
Field outside a slab, normal to its faces: 2.40 MV/m
Bohr radius: 0.052918 nm
Hartree energy: 27211.39 meV
Effective Bohr radius: 3.1751 nm
Effective hartree: 37.7936 meV
Binding energy, formula: 18.8968 meV
Binding energy, diagonalization: 18.8968 meV
Effective field unit: 11.9033 MV/m
Reduced field F/F*: 0.01680
Hydrogen polarizability: 7.4195e-41 C m^2/V
Donor polarizability: 1.9231e-34 C m^2/V
Ratio donor/hydrogen: 2.5920e+06
Half polarizability: 0.60016 meV/(MV/m)^2
alpha/2 in meV/(MV/m)^2: m, eps, diagonalization, formula
  0.20  12.0  0.60016  0.60016
  0.15  12.0  1.42261  1.42261
  0.20  16.0  1.89681  1.89681
  0.30  10.0  0.08576  0.08576
Relative correction at 0.05 MV/m: 0.0436 %
Relative correction at 0.10 MV/m: 0.1753 %
Quadratic shift at 0.2 MV/m: -0.02401 meV
Quadratic shift / binding energy: 1.270e-03
Mean z at 0.2 MV/m, linear law: -0.2401 nm
Mean z at 0.2 MV/m, full: -0.2435 nm
Field (MV/m), F/F*, quadratic (meV), full (meV), full/quadratic
  0.2  0.0168  -0.0240  -0.0242  1.0072
  0.6  0.0504  -0.2161  -0.2349  1.0873
  1.2  0.1008  -0.8642  -1.0517  1.2169
Tunnelling width at 0.6 MV/m: 0.0032 meV
Tunnelling width at 1.2 MV/m: 0.5695 meV
\end{verbatim}
